# Why a shallow polar donor has static screening and a polaron-enhanced Rydberg

## A large shift that almost disappears

Consider a model polar crystal with band mass $0.070\,m_e$, static dielectric constant $\varepsilon_s=12$, high-frequency constant $\varepsilon_\infty=7$ and longitudinal optical (LO) phonon energy $\hbar\omega=40$ meV. A hydrogen-like donor in it has a Rydberg of 6.61 meV if the static constant is used, and 19.4 meV if the high-frequency constant is used. The coupling to LO phonons lowers the energy of a free electron by 11.6 meV, more than the static Rydberg itself. Yet the computed donor binding energy is 6.94 meV, just 0.32 meV above the static Rydberg.

Two things need explaining: why the lattice screens the donor fully, and why so little of the large phonon shift survives in the binding. The answer comes from separating the lattice response into a part caused by the donor, a part that travels with the electron, and a remainder that depends on how fast the electron orbits.

## Model, units and reference energy

The electron has one isotropic parabolic band of mass $m$. It couples linearly to one LO branch without dispersion (the Fröhlich model), and the donor is a fixed point charge $+e$ at the origin. Energies are measured in $\hbar\omega$, lengths in the polaron length $r_p=\sqrt{\hbar/2m\omega}$, and $\hbar=1$. Then $\hbar^2/2m=1$ and the kinetic energy is $p^2$.

The coupling constant is defined by
$$
2\alpha\,\hbar\omega\,r_p=\frac{e^2}{4\pi\varepsilon_0}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).
$$
It measures the part of the Coulomb interaction that the ions can screen. Let $R$ be the Rydberg formed with $\varepsilon_s$ and the bare band mass, and let $g=\sqrt R$ in scaled units. The potential $-2g/r$ has the ground state $\psi_0=\sqrt{g^3/\pi}\,e^{-gr}$ with energy $-g^2=-R$ and radius $1/g$. The statically screened attraction is therefore $-2g/r$. By the definition of $\alpha$, the attraction screened by $\varepsilon_\infty$ alone is $-2(g+\alpha)/r$.

The Hamiltonian is
$$
H=p^2-\frac{2(g+\alpha)}r+\sum_q a_q^\dagger a_q+\sum_q\left[V_qa_q\left(e^{i\mathbf q\cdot\mathbf r}-1\right)+\text{h.c.}\right],
$$
with $|V_q|^2=4\pi\alpha/(\Omega q^2)$ in a crystal of volume $\Omega$. The $-1$ is the donor: it sits at the origin and has the opposite charge.

The binding energy $E_b$ is the energy of an ionized donor plus a free electron at the polaron band edge, minus the energy of the neutral donor. The phonon contribution is kept to first order in $\alpha$.

## Contribution 1: the lattice answers the donor

The donor does not move, so its pull on each oscillator is a constant force. Completing the square gives
$$
a_q^\dagger a_q-V_qa_q-V_q^*a_q^\dagger=(a_q^\dagger-V_q)(a_q-V_q^*)-|V_q|^2 .
$$
Define $b_q=a_q-V_q^*$, which is again a phonon operator, now for vibrations about the displaced lattice. The constant $-\sum|V_q|^2$ is the donor's own polarization energy. It is the same with and without the electron, so it cancels in $E_b$.

Inserting $a_q=b_q+V_q^*$ in the electron's coupling leaves the usual term in $b_q$ and adds
$$
\sum_q|V_q|^2\left(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r}\right).
$$
To evaluate it, replace the sum by $\Omega/(2\pi)^3$ times an integral and average over angles:
$$
\sum_q|V_q|^2e^{i\mathbf q\cdot\mathbf r}
=\frac{2\alpha}{\pi}\int_0^\infty\frac{\sin qr}{qr}\,dq=\frac{\alpha}{r}.
$$
The two exponentials together give the repulsion $+2\alpha/r$, and the total potential is
$$
V(r)=-\frac{2(g+\alpha)}r+\frac{2\alpha}r=-\frac{2g}r .
$$

This is full static screening, and no condition on $R$ was used. The donor charge is static, so the lattice has unlimited time to respond to it. The condition $R\ll\hbar\omega$ must therefore enter through what remains, the lattice's response to the moving electron:
$$
H=p^2-\frac{2g}r+\sum_qb_q^\dagger b_q+\sum_q\left(V_qb_qe^{i\mathbf q\cdot\mathbf r}+\text{h.c.}\right).
$$

## Contribution 2: the cloud of a free electron

First remove the donor. An electron of momentum $\mathbf p$ emits a virtual phonon $\mathbf q$ and recoils to $\mathbf p-\mathbf q$. The energy denominator is
$$
1+(\mathbf p-\mathbf q)^2-p^2=D_q-2\mathbf q\cdot\mathbf p,\qquad D_q=1+q^2 .
$$
For small $p$, expand its inverse in $2\mathbf q\cdot\mathbf p$. Odd powers vanish on averaging over the directions of $\mathbf q$. Since $\overline{\cos^2\theta}=1/3$ and $\overline{\cos^4\theta}=1/5$, the second-order energy is
$$
\Delta E(p)=-\frac{2\alpha}\pi\int_0^\infty dq\left[\frac1{D_q}+\frac{4q^2p^2}{3D_q^3}+\frac{16q^4p^4}{5D_q^5}+\dots\right].
$$
The three integrals are
$$
\int_0^\infty\frac{dq}{D_q}=\frac\pi2,\qquad \int_0^\infty\frac{q^2dq}{D_q^3}=\frac\pi{16},\qquad \int_0^\infty\frac{q^4dq}{D_q^5}=\frac{3\pi}{256},
$$
so that
$$
E(p)=-\alpha+\left(1-\frac\alpha6\right)p^2-\frac{3\alpha}{40}p^4+\dots
$$

The first term is the band-edge shift. The second is a mass increase: $1/m^*=(1-\alpha/6)/m$, or $m^*=m(1+\alpha/6)$ to first order. The electron drags its polarization along. The third term says that the polaron band is not quite parabolic.

## Contribution 3: the cloud of a slowly orbiting electron

Restore the donor and write $H_0=p^2+V$ and $h=H_0+R$, so that $h|0\rangle=0$. Second-order perturbation theory gives
$$
\Delta E=-\sum_q|V_q|^2\langle0|e^{i\mathbf q\cdot\mathbf r}\frac1{h+1}e^{-i\mathbf q\cdot\mathbf r}|0\rangle .
$$
The exponentials shift $\mathbf p$ to $\mathbf p-\mathbf q$ and leave $V$ unchanged. The operator between the states becomes $[D_q-X]^{-1}$ with $X=Y-h$ and $Y=2\mathbf q\cdot\mathbf p$.

For $R\ll1$ the orbital momentum is of order $\sqrt R$ and orbital energies are of order $R$. Both are small compared with $D_q\ge1$, so
$$
\frac1{D_q-X}=\frac1{D_q}+\frac X{D_q^2}+\frac{X^2}{D_q^3}+\dots
$$
The first term gives $-\alpha$, as for the free electron. The second vanishes, because $\langle\mathbf p\rangle=0$ and $h|0\rangle=0$. In the third, $h$ acts on $|0\rangle$ at either end and drops out, leaving $\langle X^2\rangle=\langle Y^2\rangle=\tfrac43q^2\langle p^2\rangle$. Hence
$$
\Delta E\simeq-\alpha-\frac{2\alpha}\pi\cdot\frac43\cdot\frac\pi{16}\langle p^2\rangle=-\alpha-\frac\alpha6\langle p^2\rangle .
$$
In a Coulomb potential the virial theorem makes the mean kinetic energy equal to minus the total energy, so $\langle p^2\rangle=R$. The bound state lies at $-R-\alpha-\alpha R/6$ and the free edge at $-\alpha$. Their difference is
$$
\boxed{E_b=R\left(1+\frac\alpha6\right)\qquad(R\ll\hbar\omega,\ \text{first order in }\alpha)}
$$

This resolves the puzzle of the opening. The 11.6 meV shift belongs to the electron whether it is bound or free, and it cancels. What survives is its small dependence on motion. A cloud centred on the electron and carried with it exerts no force towards the donor; it only makes the electron heavier. A heavier electron costs less kinetic energy at a given orbital size. The same result follows from the proportionality of the Rydberg to the mass, with $m$ replaced by $m^*$.

It also fixes which mass belongs in $R$. The factor $1+\alpha/6$ multiplies a Rydberg formed with the bare band mass. If the mass comes from a measurement of slow carriers that already carry their cloud, the enhancement is contained in it, and applying the factor again would count it twice.

## Contribution 4: the first effects of finite orbital speed

The next order shows how good the slow-electron result is. Two terms are proportional to $R^2$.

**Smearing.** The cubic term has $\langle X^3\rangle=\langle Y(Y-h)Y\rangle=-\langle YhY\rangle$, since $\langle Y^3\rangle$ vanishes by parity. Because $h|0\rangle=0$, the product can be written as a double commutator:
$$
\sum_i\langle p_ihp_i\rangle=\frac12\sum_i\langle[p_i,[h,p_i]]\rangle=\frac12\langle\nabla^2V\rangle .
$$
Here $\nabla^2V=8\pi g\,\delta(\mathbf r)$ and $|\psi_0(0)|^2=g^3/\pi$, so the right side is $4g^4=4R^2$. The average over directions then gives $\langle YhY\rangle=\tfrac43q^2\cdot4R^2$. With $\int_0^\infty q^2dq/D_q^4=\pi/32$, the energy changes by
$$
+\frac{2\alpha}\pi\cdot\frac{16R^2}3\cdot\frac\pi{32}=+\frac{\alpha R^2}3 .
$$
The recoils jiggle the electron, so it samples the donor's potential averaged over a small region. This weakens the attraction at the centre and reduces the binding.

**Nonparabolicity.** The quartic term contains $\langle Y^4\rangle$, which reproduces the $p^4$ term of the free polaron. From $p^2\psi_0=(-R+2g/r)\psi_0$, with $\langle1/r\rangle=g$ and $\langle1/r^2\rangle=2g^2$,
$$
\langle p^4\rangle=R^2-4gR\cdot g+4g^2\cdot2g^2=5R^2 .
$$
The energy changes by $-\tfrac{3\alpha}{40}\cdot5R^2=-\tfrac38\alpha R^2$, which increases the binding.

The sum is $\alpha R^2(\tfrac13-\tfrac38)=-\alpha R^2/24$, and therefore
$$
\frac{E_b/R-1}{\alpha}=\frac16+\frac{R}{24\,\hbar\omega}+\dots
$$
The two effects nearly cancel, which is one reason why the simple factor works so well.

The quartic term also contains $\langle Yh^2Y\rangle$. Since $hp_i|0\rangle=i(\partial_iV)|0\rangle$, it is proportional to $\langle|\nabla V|^2\rangle$, that is, to the mean of $4R/r^4$. This diverges at the origin: close to the donor the force is too strong for an expansion in $h$. If the divergence is cut off at the polaron length, where the expansion ceases to hold, the term scales as $R\,g^3=R^{5/2}$. On this estimate the correction to the coefficient $1/24$ is of relative order $\sqrt R$, and so fades slowly.

## The opposite limit: an electron too fast to follow

For $R\gg\hbar\omega$ the electron circles many times during one lattice vibration. Excited orbital states lie at least $3R/4$ above the ground state, so virtual phonons mostly leave the electron in $|0\rangle$, with energy denominator 1:
$$
\Delta E\simeq-\sum_q|V_q|^2\,|\langle0|e^{i\mathbf q\cdot\mathbf r}|0\rangle|^2 .
$$
The form factor of the hydrogenic ground state is $(1+q^2/4g^2)^{-2}$. Setting $q=2gt$,
$$
\Delta E\simeq-\frac{2\alpha}\pi\,2g\int_0^\infty\frac{dt}{(1+t^2)^4}=-\frac{4\alpha g}\pi\cdot\frac{5\pi}{32}=-\frac58\,\alpha\sqrt R .
$$

The lattice now responds to the average charge density, not to the instantaneous position. The resulting polarization is fixed around the donor and does attract the electron. Outside the orbit its potential energy is $-2\alpha/r$, which cancels the $+2\alpha/r$ of Contribution 1 and leaves $-2(g+\alpha)/r$, the attraction screened by $\varepsilon_\infty$. In plain terms, the lattice sees a neutral object from outside and does not polarize there.

This is where the high-frequency constant returns, but the total energy is still not that of a hydrogen atom screened by $\varepsilon_\infty$. Such an atom would have energy $-(g+\alpha)^2\simeq-R-2\alpha\sqrt R$, whereas the first-order shift found here is $\tfrac58\alpha\sqrt R$, smaller by a factor $5/16$. Inside the orbit the cancellation is incomplete, and polarizing the lattice costs elastic energy.

## Weighing the contributions in the example

The ratio of energies is $R/\hbar\omega=6.614/40=0.165$. The donor radius is 9.07 nm and the polaron length 3.69 nm, a ratio of 2.46, which agrees with $1/\sqrt{0.165}$. The orbit is larger than the cloud, though not by a wide margin.

The Rydberg with $\varepsilon_\infty$ is $6.614\times(12/7)^2=19.44$ meV. In scaled units the two Coulomb strengths must differ by $\alpha$:
$$
\sqrt{19.44/40}-\sqrt{6.614/40}=0.697-0.407=0.290,
$$
in agreement with the printed $\alpha=0.2904$. The enhancement factor is $1+0.2904/6=1.0484$, and
$$
E_b=6.614\times1.0484=6.934\ \text{meV}\approx1.11\times10^{-21}\ \text{J}.
$$

The second-order energy can also be evaluated without expanding in $R$. Since $\sum_q|V_q|^2e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}=\alpha/|\mathbf r-\mathbf r'|$, it equals $-\alpha J$ with
$$
J=\int\!\!\int\psi_0(\mathbf r)\,\frac{G(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,\psi_0(\mathbf r')\,d^3r\,d^3r',
$$
where $G$ is the kernel of $(h+1)^{-1}$, known in closed form for a Coulomb potential. The form used was tested against its differential equation, its singularity at coincident points and the normalization $\langle0|G|0\rangle=1$. In these units $E_b=R+\alpha(J-1)$.

For the example $J=1.02793$, so the enhancement is $0.2904\times0.02793\times40=0.324$ meV, against 0.320 meV from the factor $\alpha/6$. The contributions, as changes in the binding energy, are:

- mass increase: $+0.320$ meV;
- smearing: $-\alpha R^2/3=-0.106$ meV;
- nonparabolicity: $+\tfrac38\alpha R^2=+0.119$ meV;
- everything beyond these: about $-0.009$ meV, the difference from the full second-order result.

The two corrections of order $R^2$ are each about a third of the main effect, and their sum is just 0.013 meV. The remainder then removes about two thirds of that sum. The close agreement at $R/\hbar\omega=0.165$ thus owes much to cancellation and does not mean that each neglected effect is tiny.

The numerical output gives the coefficient $(E_b/R-1)/\alpha$ over a wide range:

| $R/\hbar\omega$ | coefficient |
|---|---|
| 0.01 | 0.1670 |
| 0.04 | 0.1676 |
| 0.165 | 0.1689 |
| 1 | 0.1667 |
| 100 | 0.0532 |

At the small end it approaches $1/6=0.1667$ from above. The excess of $J-1$ over $R/6$, divided by $R^2$, is 0.030 at $R/\hbar\omega=0.01$ and 0.023 at 0.04. These values lie below $1/24=0.042$ and rise towards it as $R$ falls, as the slowly fading correction of Contribution 4 would suggest. The assertion actually tested is weaker: at these two points the remainder is below $0.3R^2$.

The value at $R=\hbar\omega$ needs care. It equals $1/6$ to three digits, but the expansion has no authority there; its first two terms would give 0.208. The coefficient first rises above $1/6$ and must later fall, since the fast-electron limit makes it decrease roughly as $\tfrac58/\sqrt R$. It happens to cross $1/6$ close to $R=\hbar\omega$. For the ground state, the equality $R=\hbar\omega$ is therefore not a threshold at which the energy formula suddenly breaks down. Excited levels are different: at $3R/4=\hbar\omega$ the $2p$ level meets the ground state plus one phonon, and its second-order energy denominator vanishes. What changes on the way is the physical picture, from a cloud that follows the electron to one that surrounds the donor.

At $R/\hbar\omega=100$ the computed $J$ is 6.324 and the limiting law gives $\tfrac58\sqrt{100}=6.250$, a difference of 1.2% relative to the law. The factor $1+\alpha/6$ would overstate the enhancement there about threefold.

## How far the result can be trusted

The largest error within the model comes from the dropped terms of order $\alpha^2$. Their size can be gauged by writing the mass factor as $1/(1-\alpha/6)$ in place of $1+\alpha/6$. For small $\alpha$ the two differ by about $\alpha^2/36=0.0023$, or 0.015 meV here. This is only a gauge; fourth-order perturbation theory gives $0.0236\,\alpha^2$ for the mass term, or 0.013 meV. That is more than the 0.004 meV separating the formula from the full second-order result, so the binding energy should be quoted as 6.9 meV. The ratio of $\alpha^2/36$ to the first-order term $\alpha/6$ is itself $\alpha/6$: a sixth at $\alpha=1$, and one at $\alpha=6$, where the form $1/(1-\alpha/6)$ diverges. For couplings of several units the first-order factor therefore cannot be relied on.

Outside the model, the donor was a point charge in a continuum. A real impurity has a core whose potential differs from $-2g/r$ at short range, and this shifts the ground state most, because its density is greatest at the centre. Band anisotropy and band nonparabolicity would each change the coefficient $1/6$. Further polar branches would leave it as it is, but each would add its own term: for a slow electron and to first order, $\alpha$ is replaced by the sum of the coupling constants of all branches. A high density of free carriers would screen the donor in addition to the lattice. None of these is included in the 6.9 meV.

## Table of computed values

```
Band mass                        0.070 m_e
Static dielectric constant       12.0
High-frequency constant          7.0
LO phonon energy                 40.0 meV
Coupling alpha                   0.2904
Polaron length                   3.689 nm
Donor radius (static, bare mass) 9.072 nm
Static Rydberg R                 6.6139 meV
R / LO energy                    0.1653
Factor 1 + alpha/6               1.04841
Binding R(1 + alpha/6)           6.9340 meV
Binding, full second order       6.9383 meV
Enhancement, formula             0.3202 meV
Enhancement, full second order   0.3245 meV
Free-polaron shift -alpha*LO     -11.6180 meV
Rydberg with high-freq constant  19.4367 meV
Mass slope from free polaron     0.16685 (1/6 = 0.16667)
R/LO      J = -shift/(alpha LO)    (E_b/R - 1)/alpha
  0.0100       1.0016697             0.16697
  0.0400       1.0067039             0.16760
  0.1653       1.0279275             0.16890
  1.0000       1.1667119             0.16671
100.0000       6.3242036             0.05324
Fast limit (5/8)sqrt(R) at R/LO = 100: 6.2500
```
